# Small-signal ac analysis of a long-base diode from drift-diffusion equations

## The neutral base alone

Take a p-n diode whose n side, the base, is much longer than the distance a hole diffuses before it recombines. Let $x$ run from the edge of the neutral base into the n side. In low injection the excess hole density $p$ obeys

$$\frac{\partial p}{\partial t}=D_p\frac{\partial^2p}{\partial x^2}-\frac{p}{\tau},\qquad L_p=\sqrt{D_p\tau}.$$

The junction voltage fixes the edge density, $p(0)=p_e=(n_i^2/N_d)\,e^{V/V_T}$ with $V_T=kT/q$, where 1 has been neglected beside the exponential. Add a small voltage $\mathrm{Re}(V_1e^{i\omega t})$. To first order the edge density changes by $p_1(0)=p_eV_1/V_T$, and in the base

$$D_pp_1''=\Big(\frac1\tau+i\omega\Big)p_1\quad\Rightarrow\quad p_1''=\frac{s^2}{L_p^2}p_1,\qquad s=\sqrt{1+i\omega\tau}.$$

The root with positive real part gives the decaying solution $p_1=p_1(0)e^{-sx/L_p}$. The hole current at the edge is $-qD_pp_1'(0)=qD_ps\,p_1(0)/L_p$, so

$$Y_p=G_ps,\qquad G_p=\frac{qD_pp_e}{L_pV_T}.$$

At low frequency $s\approx1+i\omega\tau/2$, so the diffusion capacitance is $G_p\tau/2$. The static stored charge is $Q=qp_eL_p$, whose slope is $dQ/dV=qp_eL_p/V_T=G_p\tau$, twice as much. The reason is visible in the charge phasor $Q_1=qp_1(0)L_p/s=G_p\tau V_1/s$. The current must supply storage and recombination:

$$i\omega Q_1+\frac{Q_1}{\tau}\approx G_pV_1\Big[i\omega\tau+\Big(1-\frac{i\omega\tau}2\Big)\Big].$$

The charge lags the voltage, so its recombination current lags too and cancels half of the storage term. At high frequency $s\to\sqrt{\omega\tau}\,e^{i\pi/4}$: the phase tends to 45 degrees and the modulus grows as $\sqrt\omega$.

## What the ac setting computes

The small-signal setting of a device-simulation program does not assume this base model. It solves Gauss's law and both continuity equations for a steady bias, then linearizes the same discrete equations about that state. The result contains the diffusion admittance, the junction capacitance and the series resistance together. Reading it requires knowing how they combine.

Put the p contact on the left and the n contact on the right, and apply $V$ to the p contact. Measure the potential $\psi$ in units of $V_T$. The particle fluxes towards $+x$ are

$$F_p=-D_p(p'+p\psi'),\qquad F_n=-D_n(n'-n\psi'),$$

and the conduction current is $q(F_p-F_n)$. From here on $n$ and $p$ are total densities. The model takes Boltzmann statistics, constant mobilities with $D=\mu V_T$, and recombination through a mid-gap level with equal lifetimes:

$$R=\frac{np-n_i^2}{\tau S},\qquad S=n+p+2n_i.$$

**Edge fluxes.** Between nodes $i$ and $i+1$, a distance $h$ apart, let $d=\psi_{i+1}-\psi_i$, and treat field and flux as constant. For holes, with $y$ measured from node $i$,

$$p'+\frac dh p=-\frac{F_p}{D_p}\quad\Rightarrow\quad\big(p\,e^{dy/h}\big)'=-\frac{F_p}{D_p}e^{dy/h}.$$

Integration from $0$ to $h$ gives $p_{i+1}e^d-p_i=-(F_p/D_p)(h/d)(e^d-1)$. With $B(x)=x/(e^x-1)$, for which $B(-x)=e^xB(x)$, this becomes the Scharfetter-Gummel flux

$$F_p=\frac{D_p}h\big[p_iB(d)-p_{i+1}B(-d)\big].$$

Electrons feel the opposite force, so $d\to-d$:

$$F_n=\frac{D_n}h\big[n_iB(-d)-n_{i+1}B(d)\big].$$

In equilibrium $p_{i+1}=p_ie^{-d}$ and $n_{i+1}=n_ie^{d}$, and both brackets vanish.

**Box equations.** Define the field variable $\Phi=\varepsilon E/q=-\lambda d/h$ with $\lambda=\varepsilon V_T/q$. Let $\Delta$ denote the value on the right edge of a node minus that on its left edge, $w$ the width of its box and $C$ the mean of donor minus acceptor density in it. Then

$$\Delta\Phi-w(p-n+C)=0,$$
$$w\dot n+\Delta F_n+wR=0,\qquad w\dot p+\Delta F_p+wR=0.$$

At the contacts $n$ and $p$ keep their equilibrium values, and $\psi$ is its equilibrium value plus $V/V_T$ on the left, plus zero on the right.

## Linearizing about the bias point

Use $u=(\psi,\ln n,\ln p)$ at every node as unknowns. Logarithms keep majority and minority carriers on a comparable scale, although their densities differ by many orders of magnitude. Write the steady equations as $F(u,V)=0$. Newton's method solves $(\partial F/\partial u)\,\delta u=-F$ repeatedly, with the bias raised in small steps.

The derivative of $B$ follows from $1/(e^x-1)=B/x$ and $e^x/(e^x-1)=1+B/x$:

$$B'=\frac1{e^x-1}-\frac{xe^x}{(e^x-1)^2}=\frac Bx-B\Big(1+\frac Bx\Big)=\frac Bx(1-x-B).$$

Near $x=0$ one uses $B\approx1-x/2+x^2/12$ and its derivative, with further terms as precision requires. The fluxes then have the derivatives

$$\frac{\partial F_p}{\partial d}=\frac{D_p}h\big[p_iB'(d)+p_{i+1}B'(-d)\big],$$
$$\frac{\partial F_n}{\partial d}=-\frac{D_n}h\big[n_iB'(-d)+n_{i+1}B'(d)\big],$$

and $\partial\Phi/\partial d=-\lambda/h$. Since $d=\psi_{i+1}-\psi_i$, these enter with a plus sign for $\psi_{i+1}$ and a minus sign for $\psi_i$. Derivatives with respect to $\ln p_i$ are $p_i\,\partial/\partial p_i$; for example $\partial F_p/\partial\ln p_i=(D_p/h)p_iB(d)$. For recombination the quotient rule gives

$$\frac{\partial R}{\partial\ln n}=n\,\frac{pS-(np-n_i^2)}{\tau S^2}=\frac{n(p-\tau R)}{\tau S},$$

and the same with $n$ and $p$ exchanged.

For the ac problem set $u=u_0+\mathrm{Re}(u_1e^{i\omega t})$ and keep first-order terms. Because $\dot n=n\,d(\ln n)/dt$, the storage term $w\dot n$ becomes $i\omega wn_0(\ln n)_1$. Hence

$$\Big(\frac{\partial F}{\partial u}+i\omega M\Big)u_1=-\frac{\partial F}{\partial V}V_1,$$

where $M$ is diagonal, with entries $wn_0$ and $wp_0$ in the continuity rows and zero in the Gauss and contact rows. The right-hand side is $V_1/V_T$ in the potential row of the p contact and zero elsewhere. Each node couples to its two neighbours, so one frequency costs one complex banded solve.

**The current to read.** Subtract the electron from the hole continuity equation, which removes $R$: $w(\dot p-\dot n)+\Delta(F_p-F_n)=0$. The time derivative of Gauss's law is $\Delta\dot\Phi=w(\dot p-\dot n)$. Together,

$$\Delta\big(F_p-F_n+\dot\Phi\big)=0.$$

Conduction plus displacement current is the same on every edge, and $Y$ is its phasor divided by $V_1$. Conduction current alone would depend on where it is read.

## From the junction to the terminals

**Both sides.** Electrons injected into a long p side repeat the opening calculation. With equal lifetimes the two terms share one root:

$$Y_{\rm diff}=G_0\sqrt{1+i\omega\tau},\qquad G_0=G_p+G_n.$$

With unequal lifetimes each side keeps its own root, and the sum is not a single square root.

**Transition capacitance.** Read the total current at the junction plane $x=0$. It contains $i\omega\varepsilon E_1$. The holes crossing the plane also do two things, if recombination in the space-charge layer is neglected: they feed diffusion into the neutral base, or they change the hole content of the layer. Electrons crossing the other way do the same on the p side. If the layer follows the voltage without delay,

$$C_T=\varepsilon\frac{dE(0)}{dV}+q\int_{x>0}\Big(\frac{dp}{dV}\Big)_{\rm ex}dx+q\int_{x<0}\Big(\frac{dn}{dV}\Big)_{\rm ex}dx.$$

The subscript means that outside the depletion edges the diffusion profile is subtracted, since $Y_{\rm diff}$ already counts it. All three terms follow from steady states at neighbouring biases, without an ac calculation.

**Series resistance.** Majority carriers carry nearly all the current over most of the neutral regions, of lengths $W_n$ and $W_p$. To that approximation

$$R_s=\frac{W_n}{q\mu_nN_d}+\frac{W_p}{q\mu_pN_a}.$$

Near the junction minority carriers carry part of the current, so this somewhat overestimates the steady resistive drop, by about 10% in the example below. With $Y_j=Y_{\rm diff}+i\omega C_T$, the terminal voltage is $V_1=V_{j1}(1+R_sY_j)$, so

$$Y=\frac{Y_j}{1+R_sY_j},\qquad Y_{\rm diff}=\frac1{1/Y-R_s}-i\omega C_T.$$

The steady current also lowers the junction voltage. If $J_0$ is the diffusion current without resistance, $J=J_0e^{-JR_s/V_T}$. Multiplying by $(R_s/V_T)e^{JR_s/V_T}$ gives the equation that defines the Lambert function $\mathcal W$, so $J=(V_T/R_s)\,\mathcal W(J_0R_s/V_T)$ and $G_0=J/V_T$.

## A diode in the silicon regime

The example uses rounded parameters: $T=300$ K, $N_a=10^{18}$ and $N_d=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $\mu_n=800$ and $\mu_p=320$ cm$^2$/Vs, $\tau=1$ µs, relative permittivity 11.7. The diffusion lengths are $L_n=45.5$ µm and $L_p=28.8$ µm, and each side is six of its own diffusion lengths long. The bias is 0.65 V.

The edge density is $10^3\,e^{0.65/0.025852}\approx8.3\times10^{13}$ cm$^{-3}$. With $D_p/L_p\approx2880$ cm/s this gives $G_p\approx1.48$ S/cm$^2$. Electrons add $G_n=0.233$, so $G_0=1.710$ S/cm$^2$. The resistance is $1.35+0.53=1.88$ mΩ cm$^2$; its steady drop of about 0.08 mV is included in $G_0$.

The capacitance is $C_T=147.2+64.2+0.1=211.5$ nF/cm$^2$, in the order field, holes, electrons. The parts were read at the middle of the first mesh edge, 0.5 nm into the n side. Moving the plane by that much shifts about 5 nF/cm$^2$ between field and holes but leaves the sum unchanged. These slopes are taken against the terminal voltage. Per junction voltage, which is what $Y_j$ calls for, $C_T$ is about 0.5 nF/cm$^2$ larger, 212.0; with that value the imaginary part 7.069 in the last row of the table below would become 7.039. The depletion estimate is $\varepsilon/W_d$ with

$$W_d=\sqrt{\frac{2\varepsilon}{q}\,(V_{bi}-V-2V_T)\Big(\frac1{N_a}+\frac1{N_d}\Big)},\qquad V_{bi}=V_T\ln\frac{N_aN_d}{n_i^2},$$

where $2V_T$ corrects for the majority-carrier tails at the depletion edges. Here $V_{bi}=0.893$ V and $W_d=52.2$ nm, which gives 198.6 nF/cm$^2$, 6% less.

| $\omega\tau$ | $Y$ (S/cm$^2$) | $Y_{\rm diff}/G_0$ | $\sqrt{1+i\omega\tau}$ |
|---|---|---|---|
| 0.01 | 1.714+0.011i | 1.006+0.005i | 1.000+0.005i |
| 1 | 1.883+0.983i | 1.104+0.455i | 1.099+0.455i |
| 10 | 4.059+5.670i | 2.356+2.130i | 2.351+2.127i |
| 100 | 13.82+31.65i | 7.111+7.069i | 7.107+7.036i |

Over five frequencies from $\omega\tau=0.01$ to 100, the extracted diffusion part differs from the law by at most 0.56% of the law's modulus. The raw $Y$ looks quite different at the top. There $\omega C_T=10^8\times211.5\times10^{-9}=21.2$ S/cm$^2$, against a diffusion susceptance of $1.710\times7.036=12.0$ S/cm$^2$. Thus $Y_j=12.2+33.2i$, and division by $1+R_sY_j=1.023+0.062i$ gives $13.8+31.6i$ S/cm$^2$, close to the full solution.

The real part of $Y_{\rm diff}/G_0$ exceeds the law by 0.005 to 0.006 throughout. Recombination in the space-charge layer would do this: its current grows roughly as $e^{V/2V_T}$, so its conductance is roughly $J_{\rm rec}/(2V_T)$, and its relative share of the conductance is somewhat more than half its share of the current. The computed bias current, 44.64 mA/cm$^2$, exceeds $G_0V_T=44.20$ mA/cm$^2$ by 1.0%, about twice the conductance excess. This supports the explanation at 0.65 V but does not isolate it.

The low-frequency diffusion capacitance is 855 nF/cm$^2$, which is $G_0\tau/2$. The stored-charge slope is 1681 nF/cm$^2$ against $G_0\tau=1710$. It was counted only beyond 300 nm from the junction, which omits about 0.9% of the diffusion charge. The finite length of the two sides removes another 0.5%, and the series resistance lowers the slope by 0.3%.

Three checks concern the linearization itself. The zero-frequency admittance, 1.7137 S/cm$^2$, agrees with the steady current slope, 1.7141, taken between biases 1 mV above and below. The relative difference matches the finite-difference error $(1\ \mathrm{mV}/V_T)^2/6=2.5\times10^{-4}$. At $\omega\tau=10$ the total current varies over the edges by $7\times10^{-8}$ of its value. Finally, the nonlinear equations were integrated in time with a 1 mV sine at $\omega\tau=3$. They gave $2.477+2.393i$ S/cm$^2$, against $2.475+2.391i$ from the complex solve.

## When the base is short

Let the ohmic contact lie at distance $W$ from the base edge. Then $p_1(W)=0$ and

$$p_1=p_1(0)\frac{\sinh[s(W-x)/L_p]}{\sinh(sW/L_p)}\quad\Rightarrow\quad Y_p=G_ps\coth\frac{sW}{L_p}.$$

For $W\gg L_p$ the long-base law returns. For $W\ll L_p$ and low frequency, set $z=sW/L_p$ and use $z\coth z\approx1+z^2/3$:

$$Y_p\approx g\Big[1+\frac{W^2}{3L_p^2}(1+i\omega\tau)\Big],\qquad g=\frac{qD_pp_e}{WV_T}.$$

The capacitance is $gW^2/(3D_p)$. The static profile is a triangle with charge $qp_eW/2$ and slope $gW^2/(2D_p)$, so the capacitance is now two thirds of the charge slope, not half.

For a base region of 14.4 µm, half of $L_p$, with the p side unchanged, the diffusion admittance follows the coth law, plus the electron term, within 0.33% at $\omega\tau=0.1$, 1, 10 and 100. Its deviations from the long-base law at these frequencies are 101, 81, 16 and 0.4%; of the last figure only 0.15% is the difference between the two laws, and the rest is extraction error. At high frequency the ac hole wave dies out before it reaches the contact. Agreement with the square root at high frequency alone therefore does not show that a base is long.

## Choosing bias, frequencies and mesh

**Bias.** Compare the zero-frequency conductance with the diffusion formula without resistance. Here the ratio is 1.93 at 0.35 V, 1.07 at 0.50 V, 1.00 at 0.65 V and 0.76 at 0.75 V. Switching off recombination within 150 nm of the junction brings the 0.35 V ratio to 0.998, which identifies the cause of the low-bias excess. At 0.75 V the resistance formula alone predicts 0.77, but the closeness to 0.76 is partly accidental. The formula overstates the resistive drop, and the injected hole density has reached about 4% of $N_d$, which by itself lowers the ratio to about 0.94. Resistance accounts for roughly three quarters of the loss and high injection for the rest. At 0.65 V the closeness to 1 is partly a cancellation: the resistance lowers the ratio by about 0.6%, and the excess conductance noted above raises it by about as much. A bias suited to extracting $G_0$ lies between these two regimes; in another diode the window must be found again, and it may be narrow or absent.

**Frequencies.** Span $\omega\tau=1$ on both sides. Once $R_s$ and $C_T$ have been removed, the low end gives $G_0$ and $G_0\tau/2$, the high end the approach to 45 degrees. With the high-frequency form of the root, the capacitive term overtakes the diffusion susceptance where $\omega C_T=G_0\sqrt{\omega\tau/2}$, that is, at

$$\omega\tau=\frac12\Big(\frac{G_0\tau}{C_T}\Big)^2\approx33$$

here. Beyond this the subtraction becomes delicate: at $\omega\tau=100$ a 1% error in $C_T$ shifts the extracted susceptance by $0.212/12.0=1.8\%$. Using $\varepsilon/W_d$ for $C_T$ would shift it by about 11%.

**Mesh.** The amplitude of the ac profile decays over $L_p/\mathrm{Re}\,s\approx L_p\sqrt{2/(\omega\tau)}$ at high frequency, 4.1 µm at $\omega\tau=100$, and the junction needs cells of nanometres. Cells that start near 1 nm and grow by 5% away from the junction are about $0.05x$ wide at distance $x$, so they resolve both scales. With 383 nodes, halving every cell changed $Y$ by at most 0.011% at $\omega\tau=0.01$, 1 and 100. A mesh adequate for the steady current need not suit the highest frequency, so the shift should be checked there.

## Beside a real silicon diode

The doping levels and lifetime are of a plausible size for silicon, but lifetimes vary widely. In the p side both mobilities would be lower than assumed, that of the holes by roughly half, which raises $R_s$. The 273 µm p side was chosen to make both sides long; an emitter can be far thinner. With an ohmic contact 1 µm away, $G_n$ would grow by about $L_n/W=45$ to some 10 S/cm$^2$ and hide the base, unless heavier doping or a passivated contact suppressed it. Band-gap narrowing would multiply $G_0$ by about 1.8 with the original Slotboom-de Graaff parameters, by about 1.4 with the revised Klaassen set, and by only a few percent with the del Alamo fit. Treating acceptors as isolated impurities would leave only roughly 60% ionized, a crude estimate at this doping. A rough Auger lifetime of 10 µs in the p side would shorten the electron lifetime there by about 9%, so that the two roots would differ slightly. Even for the stated geometry and lifetime, band-gap narrowing alone thus leaves the absolute $G_0$ uncertain by up to nearly a factor of two, depending on the parameter set, while the form $\sqrt{1+i\omega\tau}$ survives a mere rescaling of $G_p$ and $G_n$. Temperature matters as well: $G_0$ rises by roughly 7 to 8% per kelvin at fixed voltage, the upper end applying when the narrowing of the gap with temperature is included. The remaining estimates, among them peak field and self-heating, are in the numerical output.

## Computed results

```
T = 300 K, VT = 25.852 mV, bias = 0.65 V
Na = 1e+18, Nd = 1e+17, ni = 1e+10 cm^-3
mobility n, p = 800, 320 cm2/Vs; tau = 1.0 us
Dn, Dp = 20.68, 8.27 cm2/s
Ln, Lp = 45.48, 28.76 um
p-side, n-side length = 272.9, 172.6 um
mesh nodes = 383, smallest cell = 0.96 nm
Jacobian error (relative) = 1.3e-14
spread of total ac current over edges = 6.9e-08
bias current = 44.640 mA/cm2
dJ/dV from steady states = 1.71407 S/cm2
Y at zero frequency = 1.71365 S/cm2
time domain, omega*tau=3: Y = 2.4766+2.3933j S/cm2
linear solve, omega*tau=3: Y = 2.4753+2.3914j S/cm2
relative difference = 6.7e-04
analytic Gp, Gn, G0 = 1.4763, 0.2334, 1.7097 S/cm2
series resistance Rs = 1.879 mOhm cm2
built-in voltage = 0.893 V, depletion width = 52.2 nm
CT from steady states = 211.5 nF/cm2
CT parts field, holes, electrons = 147.2, 64.2, 0.1 nF/cm2
eps/depletion width = 198.6 nF/cm2
omega*tau, f (kHz), Y (S/cm2), Ydiff/G0, sqrt(1+i omega tau)
  0.01      1.592  1.7137+0.0106j  1.0056+0.0050j  1.0000+0.0050j
  0.10     15.915  1.7158+0.1059j  1.0068+0.0500j  1.0012+0.0499j
  1.00    159.155  1.8831+0.9832j  1.1043+0.4554j  1.0987+0.4551j
 10.00   1591.549  4.0587+5.6702j  2.3561+2.1303j  2.3505+2.1272j
100.00  15915.494  13.8185+31.6482j  7.1114+7.0686j  7.1065+7.0358j
phase of Ydiff at omega*tau=100 = 44.83 deg
largest deviation of Ydiff from law = 0.56 %
largest deviation of terminal Y = 0.55 %
stored charge slope = 1680.7 nF/cm2; G0*tau = 1709.7
low-frequency diffusion capacitance = 855.4 nF/cm2
short base 14.38 um: deviation from coth law = 0.33 %
short base: deviation from long law at omega*tau=0.1,1,10,100 = 101.2, 81.3, 15.7, 0.4 %
V = 0.35 V: G/G_ideal = 1.9271
V = 0.50 V: G/G_ideal = 1.0672
V = 0.65 V: G/G_ideal = 0.9991
V = 0.75 V: G/G_ideal = 0.7584
0.35 V, no recombination within 150 nm: G/G_ideal = 0.9982
0.75 V, ratio predicted from Rs alone = 0.7701
mesh halving shifts Y by at most 0.011 %
neglected: injection level p/Nd = 8.20e-04 (in the model)
neglected: degeneracy correction in emitter = 1.4 %
neglected: band-gap narrowing multiplies G0 by 1.81
neglected: ionized fraction, isolated acceptors = 0.63
neglected: Auger lifetime in emitter = 10 us
peak field = 0.081 MV/cm (breakdown roughly 0.5)
neglected: self-heating = 0.86 mK
temperature sensitivity of G0 = 7.1 %/K
neglected: omega * momentum relaxation time = 1.2e-05
```
